Depairing Current Density of a Thin Superconducting Line, part 1

(Sections cited here and not found follow in the second part.)

## First half: the largest supercurrent in Ginzburg-Landau theory

A superconducting line designed with the London equation alone has no current limit. That equation makes the supercurrent proportional to the phase gradient, so a steeper gradient always gives more current, and nothing says how small the cross-section may become. The missing fact is that a moving condensate pays kinetic energy and gives up pairs to reduce it. Beyond a certain gradient the loss of pairs outweighs their greater speed, and the current falls. The maximum is the depairing current density.

**Units and signs.** The algebra uses atomic units, ħ = mₑ = e = 1 and 4πε₀ = 1, with Maxwell's equation in the form curl B = μ₀J. Then μ₀ = 4π/c², where c is about 137. A pair has charge −2, and the flux quantum Φ₀ = h/2e is 2π/2 = π. Temperature stands for k_B T.

**Assumptions.**

A1. The line is described by the Ginzburg-Landau (GL) energy in mean field. This is justified near the critical temperature Tc.

A2. With thickness d, width w and penetration depth λ, both d ≪ λ and w ≪ 2λ²/d hold. The magnetic field of the current then hardly disturbs its even spread over the cross-section.

A3. The line is homogeneous, much longer than the coherence length ξ, and has smooth edges through which no current flows.

A4. λ and ξ are the values at the working temperature and at vanishing current.

**Theorem.** Let Q be the size of the gauge-invariant phase gradient. Under A1 to A4:

(a) Among uniform states the supercurrent density is largest at Q = 1/(√3 ξ), where two thirds of the pair density remain, and its value is

J_d = Φ₀/(3√3 π μ₀ λ² ξ).   (1)

(b) Uniform states with ξQ < 1/√3 are stable against small disturbances. In a long line those with ξQ > 1/√3 are not.

(c) A stationary state that varies along a long line cannot carry more than J_d either.

**The energy and the current.** Let ψ = √n exp(iφ), with pair density n and phase φ. Relative to the normal state, the GL energy density without the field energy is

f = a|ψ|² + (b/2)|ψ|⁴ + |(−i∇ + 2A)ψ|²/(2m), with a < 0, b > 0.   (2)

Here A is the vector potential and m the pair mass. The sign in front of 2A is that of −(charge)·A for charge −2. Differentiating ψ gives

(−i∇ + 2A)ψ = exp(iφ)[−i∇√n + √n(∇φ + 2A)].

The two terms in the bracket are imaginary and real, so their squares add:

|(−i∇ + 2A)ψ|² = (∇√n)² + nQ², Q = ∇φ + 2A.   (3)

A gauge change A → A + ∇χ, φ → φ − 2χ leaves Q unaltered. For uniform n the energy density becomes

f = an + bn²/2 + nQ²/(2m).   (4)

The current follows by making the total energy, including B²/(2μ₀), stationary in A. Since δQ = 2δA, the kinetic term changes by (2nQ/m)·δA. The field term changes by B·curl δA/μ₀, which after integration by parts is (curl B)·δA/μ₀. The sum must vanish for every δA, and curl B = μ₀J, so

J = −∂f/∂A = −2nQ/m.   (5)

The pairs move with velocity Q/m, and the minus sign is that of their charge. From here on J and Q denote magnitudes.

**Lemma 1 (the two lengths).** With no current, (4) is lowest where a + bn = 0, that is at n₀ = |a|/b. The coherence length is defined by

ξ² = 1/(2m|a|),   (6)

so a gradient 1/ξ costs the kinetic energy |a| per pair. The penetration depth is

1/λ² = 4μ₀n₀/m.   (7)

Proof of (7). In a weak field n stays at n₀. Taking the curl of (5), and using curl ∇φ = 0 where there is no vortex, gives curl J = −4n₀B/m. Now curl curl B = −∇²B because div B = 0, and curl curl B = μ₀ curl J. Hence ∇²B = (4μ₀n₀/m)B, whose solutions decay over the length λ of (7). ∎

Two combinations are needed below. Dividing (7) by 2μ₀ gives 2n₀/m = 1/(2μ₀λ²). Multiplying (7) by 1/ξ² = 2m|a| gives 1/(λ²ξ²) = 8μ₀n₀|a|. The energy density gained by condensing is −f = |a|n₀ − bn₀²/2 = |a|n₀/2, so

f_c = |a|n₀/2 = 1/(16μ₀λ²ξ²) = Φ₀²/(16π²μ₀λ²ξ²),   (8)

where the last step inserts Φ₀²/π² = 1.

**Lemma 2 (loss of pairs).** At fixed Q with ξQ < 1 the uniform state has

n = n₀(1 − ξ²Q²).   (9)

Proof. By (6), Q²/(2m) = |a|ξ²Q². Equation (4) becomes

f = −|a|(1 − ξ²Q²)n + bn²/2.

Its derivative in n vanishes at n = (|a|/b)(1 − ξ²Q²), and the second derivative b is positive, so this is a minimum. For ξQ ≥ 1 the minimum over n ≥ 0 is n = 0, the normal state. ∎

**Proof of (a).** Insert (9) into (5) and use 2n₀/m = 1/(2μ₀λ²):

J = Q(1 − ξ²Q²)/(2μ₀λ²).   (10)

With the dimensionless gradient q = ξQ this is

J = j/(2μ₀λ²ξ), j = q(1 − q²).   (11)

The current vanishes at q = 0, where the pairs are at rest, and at q = 1, where none are left. In between, dj/dq = 1 − 3q² vanishes at q = 1/√3, and d²j/dq² = −6q is negative, so this is the maximum. There n/n₀ = 1 − 1/3 = 2/3 and

j_d = (1/√3)(2/3) = 2/(3√3).

Equation (11) then gives J_d = 1/(3√3 μ₀λ²ξ) in atomic units.

To restore general units, write Q = ∇φ + 2eA/ħ. The current is 2eħnQ/m, and 1/λ² = 4μ₀e²n₀/m. Eliminating n₀/m gives the prefactor ħ/(2eμ₀λ²) in place of 1/(2μ₀λ²) in (10). Since ħ/(2e) = Φ₀/(2π), the maximum is

J_d = [Φ₀/(2πμ₀λ²ξ)]·[2/(3√3)],

which is (1). ∎

For q ≪ 1, (10) reduces to the London law. Extending that straight line to q = 1 would give a current 3√3/2, or about 2.6, times J_d. The constants a, b and m are absent from (1), because they enter only through the two measurable lengths.

The result was tested without using (9) or (10). For a = −0.7, b = 1.3 and m = 2.1, the energy (4) was minimized over n and differentiated in A numerically, and λ was taken from the weak-field slope. The maximum lay at q = 0.5773 with n/n₀ = 0.6667, and its height divided by formula (1) was 1.000000.

**Reduced units for stability.** Measure length in ξ, density in n₀ and energy density in |a|n₀ = 2f_c. With ψ = √n₀ Ψ and a gauge in which A = 0, (2) becomes

g = |∇Ψ|² − |Ψ|² + |Ψ|⁴/2.   (12)

The factor of the gradient term is 1/(2mξ²|a|) = 1, by (6). The uniform state is Ψ = s exp(iqx) with s² = 1 − q². By A2 the field of the disturbance is neglected.

**Lemma 3 (stability).** A uniform state is stable against ripples if q² < 1/3. On a ring of length L > π, in units of ξ, with the flux through it held fixed, the limit is

q² = 1/3 + (2π/L)²/6,   (13)

and disturbances across the width do not lower it.

Proof. Put Ψ = (s + α + iβ)exp(iqx), with α and β small and real. A prime denotes d/dx. Then

|Ψ′|² = (α′ − qβ)² + (β′ + qs + qα)².

The terms of first order in g are

2sα(q² − 1 + s²) + 2qsβ′.

The bracket vanishes because s² = 1 − q², and β′ integrates to zero on a ring. The second-order part of |Ψ′|² is

α′² + β′² + q²(α² + β²) − 2qα′β + 2qαβ′.

Integration by parts turns −2qα′β into +2qαβ′. The remaining terms of g contribute −(α² + β²) and, from |Ψ|⁴/2, 3s²α² + s²β². The coefficient of α² is therefore q² − 1 + 3s² = 2s², and that of β² is q² − 1 + s² = 0. The energy change is

δG = ∫[α′² + β′² + 2s²α² + 4qαβ′].   (14)

Variation across the line adds the squares of the transverse derivatives of α and β. At a free edge the normal derivative of Ψ vanishes, so transverse modes are cosines. Take α = C₁ cos(kx)cos(κy) and β = C₂ sin(kx)cos(κy), and let K² = k² + κ². Apart from a positive factor, (14) becomes

(K² + 2s²)C₁² + K²C₂² + 4qkC₁C₂.

Exchanging sine and cosine along x reverses the sign of the last term and nothing else. Different wavevectors do not mix, because the coefficients in (14) are constant. The form is positive when its determinant is positive:

det = K²(K² + 2s²) − 4q²k².   (15)

Since k² ≤ K² and 2s² = 2 − 2q²,

det ≥ K²(K² + 2 − 6q²),   (16)

with equality for κ = 0. If q² < 1/3 this is positive for every K ≠ 0. For K = 0 a change of amplitude costs 2s²C₁², and a uniform shift of phase costs nothing, as it must.

On a ring the smallest nonzero k is 2π/L. For κ = 0 the determinant first vanishes at 6q² = 2 + (2π/L)², which is (13). This lies below q = 1, where the uniform state ends, because L > π. For κ ≠ 0 and k ≠ 0, K² exceeds (2π/L)², so (16) is still positive at that gradient. For k = 0 and κ ≠ 0, (15) is κ²(κ² + 2s²), which is positive too. ∎

As L grows, (13) tends to q² = 1/3, which proves (b). The reason for the coincidence with the current maximum lies in the uniform energy. Inserting s² = 1 − q² in (12) gives g = −(1 − q²)²/2, with derivatives g′ = 2q(1 − q²) = 2j and g″ = 2 − 6q². Where the current falls with gradient, the energy curves downward, and the line lowers its energy by dividing into stretches of larger and smaller gradient. A short ring resists this because its ripples must be short and therefore steep.

The second variation was also diagonalized on a lattice, starting from (12) and not from (15). For L = 20 the limit was q = 0.5914, equal to (13) in all printed digits. For L = 40 it was 0.5807, against 0.5809 from (13). A coarser lattice for L = 20 gave 0.589754, and a strip 12ξ wide on that same lattice gave 0.589754 as well, so the width had no effect.

**Proof of (c).** Let f now be the reduced amplitude |Ψ|, varying along the line but, for the moment, not across it. Stationarity of (12) in the phase gives (f²φ′)′ = 0, so j = f²φ′ is constant. Stationarity in f gives f″ = −f + f³ + fφ′², hence

f″ = [j² − f⁴(1 − f²)]/f³.   (17)

With u = f², the function u²(1 − u) has its largest value at u = 2/3, where it equals 4/27 = j_d². If j > j_d, the right side of (17) is positive everywhere. On a ring this is impossible, since f″ must integrate to zero. On an endless line with f bounded by some M, f″ is at least (j² − j_d²)/M³, so f′ grows without limit and f cannot stay bounded. ∎

States that also vary across the width are covered on a ring by an average. Stationarity of (12) gives −∇²Ψ = (1 − |Ψ|²)Ψ. Multiply by Ψ* and average over the whole line; the boundary terms vanish at free edges and around the ring. With U = ⟨|Ψ|²⟩ this gives ⟨|∇Ψ|²⟩ = U − ⟨|Ψ|⁴⟩ ≤ U − U². The mean current ⟨Im Ψ*∂Ψ/∂x⟩ has a square of at most U⟨|∇Ψ|²⟩ by the Cauchy-Schwarz inequality, hence at most U²(1 − U) ≤ j_d². The current through every cross-section is the same, so its mean over the width cannot exceed j_d.

The argument needs length. A bridge not much longer than ξ between thick electrodes can have f″ > 0 throughout, with the amplitude held up at its ends, so (c) does not limit it.

## Second half: fluctuations, low temperature and a niobium-like line

The following is taken from the first half. The gauge-invariant phase gradient is Q, and q = ξQ. The reduced current j = q(1 − q²) is related to the current density by J = j/(2μ₀λ²ξ) in atomic units. Its maximum j_d = 2/(3√3) lies at q = 1/√3 and gives J_d = Φ₀/(3√3 π μ₀λ²ξ). The condensation energy density is f_c = Φ₀²/(16π²μ₀λ²ξ²). With length in ξ and energy density in 2f_c, a state of amplitude f and phase φ has energy density f′² + f²φ′² − f² + f⁴/2 and constant current j = f²φ′. Line width and thickness are w and d.

Three effects lie outside the theorem: thermal fluctuations, temperatures far below Tc, and the magnetic field of the current itself.

**Thermal phase slips.** A uniform state with q < 1/√3 is a local minimum of energy, but heat can carry a short stretch of line over a barrier, after which the phase difference along the line has changed by 2π. Each such event produces a voltage pulse.

**Proposition 1 (barrier at fixed current).** Let u₁ = 1 − q² be the density far away and let r² = 1 − 3q². There is a localized stationary state with the same current as the uniform one. Its extra energy is 2f_cξwd times

b(q) = 2√2[u₁r − r³/3 − u₁√(2q²) arctan(r/√(2q²))].   (18)

Proof. With a current source the energy to be made stationary is that of the line minus 2j times the phase difference between its ends. The factor 2 follows from varying φ: the term f²φ′² changes by 2jδφ′, which integrates to 2j times the change at the ends, and the source term cancels it. With φ′ = j/f² the integrand becomes

f′² + j²/f² − f² + f⁴/2 − 2j²/f² = f′² + V, V = −f² + f⁴/2 − j²/f².

Stationarity in f gives 2f″ = dV/df. Multiplying by f′ and integrating gives f′² = V − V₁, where V₁ is the value of V far away, where f′ = 0. In terms of u = f²,

V − V₁ = [u³/2 − u² − V₁u − j²]/u.

The far state satisfies dV/df = 0, so the cubic has a double root at u₁ and equals (u − u₁)²(u − u₀)/2. Comparing constant terms gives u₁²u₀ = 2j². Since j = qu₁, this means u₀ = 2q². Thus

f′² = (u₁ − u)²(u − u₀)/(2u).   (19)

Because u′ = 2ff′, (19) is the same as u′² = 2(u₁ − u)²(u − u₀). It is solved by

u = u₀ + r² tanh²(rx/√2), r² = u₁ − u₀ = 1 − 3q²,

as substitution shows: both sides equal 2r⁶ tanh² sech⁴, with argument rx/√2. The density dips to u₀ over a length of order √2/r.

The extra energy is ∫(f′² + V − V₁)dx = 2∫f′²dx. The dip has two equal sides, and on each f′dx = df, so this is 4∫f′df from √u₀ to √u₁. With df = du/(2√u) and (19),

b = √2 ∫ (u₁ − u)√(u − u₀)/u du, from u₀ to u₁.

Put u = u₀ + v², so that du = 2v dv and u₁ − u = r² − v²:

b = 2√2 ∫ v²(r² − v²)/(u₀ + v²) dv, from 0 to r.

Division gives v²(r² − v²)/(u₀ + v²) = −v² + u₁ − u₁u₀/(u₀ + v²), where r² + u₀ = u₁ was used. Integrating the three terms gives (18). ∎

At zero current u₁ = r = 1 and b = 4√2/3. At q² = 1/3 both r and b vanish, so the barrier disappears at the depairing point. Close to it, v² ≤ r² is small beside u₀ ≈ 2/3, and the integral gives

b ≈ 2√2·(3/2)·(r⁵/3 − r⁵/5) = (2√2/5)r⁵.   (20)

To express this in current, let δ = 1/√3 − q. Then r² ≈ 2√3 δ. Since d²j/dq² = −2√3 at the maximum, j ≈ j_d − √3 δ². Dividing by j_d gives 1 − j/j_d ≈ (9/2)δ² = (3/8)r⁴. The barrier near J_d therefore falls as (1 − J/J_d)^(5/4). Conversely, the current that must be given up to keep a required barrier grows as the 4/5 power of that barrier.

This estimate takes the localized state as the pass through which a slip goes. In a line several ξ wide, a slip that varies across the width may find a lower pass. Allowing more paths cannot raise the lowest one, so the reduction found here may be too small.

Within GL theory, a stationary state of a long, homogeneous line that meets A1 to A4 carries at most J_d, and the barrier found for phase slips uniform across the width vanishes as the current approaches J_d. What remains is the effect of low temperature and of the current's own field, followed by a niobium-like example and a comparison with real lines.

Numbers in the example were calculated in double precision.
